# Exchange-correlation stress of GGAs and meta-GGAs, derived in two ways

A crystal is stretched slightly along one axis while the other two edges are held. If the electrons are carried along with the strain, their density falls because the volume has grown, and it falls by the same fraction whichever axis is stretched. The density gradients respond differently: a modulation along the stretched axis becomes less steep, while a modulation across it keeps its wavelength. An energy density that depends only on the local value of the density cannot register this difference, but one that also depends on its gradient can. The question is what stress follows, and what is added when the functional also depends on the kinetic-energy density.

## The quantities and the result

Hartree atomic units are used in the formulas. The system is closed-shell and periodic, with cell volume $\Omega$, orbitals $\psi_i$ and fixed occupations $w_i$. Define

$$n=\sum_i w_i|\psi_i|^2,\qquad \gamma=|\nabla n|^2,$$

$$\tau_{ab}=\tfrac12\sum_i w_i\,\mathrm{Re}\,(\partial_a\psi_i^*\,\partial_b\psi_i),\qquad \tau=\sum_a\tau_{aa}.$$

The exchange-correlation energy is $E_{xc}=\int f(n,\gamma,\tau)\,d^3r$. Subscripts $n,\gamma,\tau$ on $f$ denote partial derivatives. A GGA has $f_\tau=0$, and an LDA has $f_\gamma=0$ as well.

A homogeneous strain moves each point to $r'_a=r_a+\varepsilon_{ab}r_b$. Cartesian indices repeated within a product are summed, and $\theta=\varepsilon_{aa}$. The stress is $\sigma_{ab}=\Omega^{-1}\,dE/d\varepsilon_{ab}$, so tension is positive and a negative diagonal element means that the crystal tends to expand along that axis. With $\langle\cdot\rangle$ for the cell average, the result is

$$\sigma^{xc}_{ab}=\delta_{ab}\langle f-nf_n-2\gamma f_\gamma-\tau f_\tau\rangle-2\langle f_\gamma\,\partial_an\,\partial_bn\rangle-2\langle f_\tau\tau_{ab}\rangle.\tag{1}$$

The derivative is taken with the orbitals carried along by the strain:

$$\psi_i'(\mathbf r')=(1-\tfrac12\theta)\,\psi_i(\mathbf r)\quad\text{to first order.}\tag{2}$$

The volume element grows by $1+\theta$ and $\psi_i'^*\psi_j'$ shrinks by $1-\theta$, so orthonormality survives.

## Why carried orbitals suffice

Real orbitals also relax when the cell is strained. Expand them as $\psi_i=\Omega^{-1/2}\sum_{\mathbf G}c_{i\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, with a fixed set of integer labels for $\mathbf G$. Under strain $\mathbf G\cdot\mathbf r$ is unchanged, so holding the coefficients $c_i$ fixed is the same as (2). At a general $\mathbf k$-point the same holds with $\mathbf k+\mathbf G$ in place of $\mathbf G$ and the fractional coordinates of $\mathbf k$ held fixed. The constraint $c_i^\dagger c_j=\delta_{ij}$ does not contain the strain.

At the minimum of the total energy, $\partial E/\partial c_i^*=\sum_j\Lambda_{ji}c_j$ with Hermitian multipliers $\Lambda$. The energy change due to relaxation is therefore

$$\sum_{ij}\Lambda_{ji}\,(dc_i^\dagger c_j+c_i^\dagger dc_j)=\sum_{ij}\Lambda_{ji}\,d(c_i^\dagger c_j)=0.$$

Relaxation drops out of the first derivative of the total energy. It does not drop out of $E_{xc}$ alone, because the orbitals do not minimize $E_{xc}$. Equation (1) is thus the exchange-correlation contribution to the total stress, not the slope of $E_{xc}$ along the relaxed path.

If the basis is instead chosen by a fixed kinetic-energy cutoff, plane waves enter and leave it as the cell changes. This argument then does not cover the change of basis.

## First derivation: following the material points

Compare each quantity at $\mathbf r'$ in the strained crystal with its value at the original point $\mathbf r$. From (2),

$$n'=(1-\theta)n,\qquad \frac{dn}{d\varepsilon_{ab}}=-\delta_{ab}\,n.\tag{3}$$

To first order the inverse map is $r_b=r'_b-\varepsilon_{bc}r'_c$. The chain rule then gives

$$\partial'_a=\frac{\partial r_b}{\partial r'_a}\,\partial_b=\partial_a-\varepsilon_{ba}\,\partial_b.\tag{4}$$

The strained density gradient is

$$\partial'_an'=(1-\theta)\,\partial_an-\varepsilon_{ba}\,\partial_bn.$$

Squaring and keeping first-order terms,

$$\gamma'=(1-2\theta)\gamma-2\varepsilon_{ba}\,\partial_an\,\partial_bn,$$

$$\frac{d\gamma}{d\varepsilon_{ab}}=-2\delta_{ab}\,\gamma-2\,\partial_an\,\partial_bn.\tag{5}$$

The first term comes from the dilution of the density and the second from the changed distance over which it varies. Only the second distinguishes directions.

For the kinetic-energy density, (2) and (4) give

$$\tau'=\tfrac12(1-\theta)\sum_iw_i\left[|\nabla\psi_i|^2-2\varepsilon_{ba}\,\mathrm{Re}(\partial_a\psi_i^*\,\partial_b\psi_i)\right].$$

The last sum, including the prefactor $\tfrac12$, is $-2\varepsilon_{ba}\tau_{ab}$. Since $\tau_{ab}$ is symmetric,

$$\frac{d\tau}{d\varepsilon_{ab}}=-\delta_{ab}\,\tau-2\tau_{ab}.\tag{6}$$

The volume element contributes $+\delta_{ab}f$. Hence

$$\sigma^{xc}_{ab}=\left\langle\delta_{ab}f+f_n\frac{dn}{d\varepsilon_{ab}}+f_\gamma\frac{d\gamma}{d\varepsilon_{ab}}+f_\tau\frac{d\tau}{d\varepsilon_{ab}}\right\rangle,$$

and inserting (3), (5) and (6) gives (1).

### Where the anisotropy comes from

For an LDA, (1) reduces to $\delta_{ab}\langle f-nf_n\rangle$. This is isotropic however anisotropic the crystal is. The total LDA stress can still be anisotropic through its other terms.

The gradient correction has an isotropic part and a tensor part. At a given point the tensor $-2f_\gamma\,\partial_an\,\partial_bn$ has one eigenvalue $-2f_\gamma\gamma$, along the gradient, and two zero eigenvalues across it. Unless it vanishes, it is not a multiple of $\delta_{ab}$.

A layered density $n(z)$ shows the effect plainly. For a GGA,

$$\sigma_{zz}^{xc}=\langle f-nf_n-4\gamma f_\gamma\rangle,\qquad \sigma_{xx}^{xc}=\langle f-nf_n-2\gamma f_\gamma\rangle.$$

Stretching along $x$ only dilutes the density. Stretching along $z$ also spreads the layers apart, which doubles the $\gamma f_\gamma$ term.

Averaging can restore isotropy. Let $T_{ab}$ be the averaged gradient tensor of a cubic crystal. A half-turn about $z$ reverses $x$ and $y$, so $T_{xz}=-T_{xz}=0$ and $T_{yz}=0$; a half-turn about $x$ removes $T_{xy}$. A threefold rotation about $[111]$ permutes the axes, so $T_{xx}=T_{yy}=T_{zz}$. The same holds for $\langle f_\tau\tau_{ab}\rangle$ when the occupied shells have the full symmetry. The gradient term is therefore anisotropic in general but isotropic on average under cubic symmetry, where its trace still changes the pressure.

## Second derivation: the work done by a displacement

Now stay at a fixed point in space and let the material move past it. Take a large but finite piece of the crystal surrounded by vacuum, and displace it by $u_a=\varepsilon_{ab}r_b$, so that $\partial_cu_a=\varepsilon_{ac}$. Assume that all fields vanish far outside fast enough for boundary terms to be dropped.

At fixed $\mathbf r$, (2) becomes $\psi_i'(\mathbf r)=(1-\tfrac12\theta)\psi_i(\mathbf r-\mathbf u)$. Therefore

$$\delta\psi_i=-u_a\,\partial_a\psi_i-\tfrac12\theta\,\psi_i,\qquad \delta n=-u_a\,\partial_an-\theta n=-\partial_a(u_an).\tag{7}$$

The second relation is the continuity equation for the displaced density.

Since $\delta\gamma=2\,\partial_cn\,\partial_c\delta n$, one integration by parts gives

$$\delta E_{xc}=\int v\,\delta n\,d^3r+\int f_\tau\,\delta\tau\,d^3r,\qquad v=f_n-2\,\partial_c(f_\gamma\,\partial_cn).\tag{8}$$

For a GGA, $v$ is the exchange-correlation potential. Using (7) and integrating by parts again,

$$\int v\,\delta n\,d^3r=\int u_a\,n\,\partial_av\,d^3r.\tag{9}$$

This is the work done against the force density $-n\,\partial_av$.

### Writing the force as a divergence

Start from $n\,\partial_av=\partial_a(nv)-v\,\partial_an$. The definition of $v$ and the product rule give

$$v\,\partial_an=f_n\,\partial_an-2\,\partial_b(f_\gamma\,\partial_an\,\partial_bn)+2f_\gamma\,\partial_bn\,\partial_a\partial_bn.$$

The last term is $f_\gamma\,\partial_a\gamma$. The chain rule $\partial_af=f_n\partial_an+f_\gamma\partial_a\gamma+f_\tau\partial_a\tau$ then yields

$$n\,\partial_av=\partial_a(nv-f)+f_\tau\,\partial_a\tau+2\,\partial_b(f_\gamma\,\partial_an\,\partial_bn).\tag{10}$$

Insert this into (9) and move the outer derivatives onto $u_a$:

$$\int v\,\delta n\,d^3r=\int\left[\theta(f-nv)+u_af_\tau\,\partial_a\tau-2\varepsilon_{ab}f_\gamma\,\partial_an\,\partial_bn\right]d^3r.\tag{11}$$

For the orbital part, differentiate (7):

$$\partial_c\delta\psi_i=-\varepsilon_{ac}\,\partial_a\psi_i-u_a\,\partial_a\partial_c\psi_i-\tfrac12\theta\,\partial_c\psi_i.$$

With $\delta\tau=\sum_iw_i\,\mathrm{Re}(\partial_c\delta\psi_i^*\,\partial_c\psi_i)$, the three terms give

$$\delta\tau=-2\varepsilon_{ac}\tau_{ac}-u_a\,\partial_a\tau-\theta\tau.\tag{12}$$

When $\int f_\tau\,\delta\tau$ is added to (11), the terms containing $u_a\partial_a\tau$ cancel. What remains depends on the strain but not on the position of the origin:

$$\delta E_{xc}=\int\left[\theta(f-nv-\tau f_\tau)-2\varepsilon_{ab}(f_\gamma\,\partial_an\,\partial_bn+f_\tau\tau_{ab})\right]d^3r.\tag{13}$$

Deep inside the sample the integrand is periodic. The surface layer contributes in proportion to its area, so after division by the volume of an ever larger sample the cell average remains:

$$\sigma_{ab}^{xc}=\delta_{ab}\langle f-nv-\tau f_\tau\rangle-2\langle f_\gamma\,\partial_an\,\partial_bn\rangle-2\langle f_\tau\tau_{ab}\rangle.\tag{14}$$

To compare with (1), expand

$$nv=nf_n+2\gamma f_\gamma-2\,\partial_c(nf_\gamma\,\partial_cn).\tag{15}$$

The final divergence averages to zero over a periodic cell, so $\langle nv\rangle=\langle nf_n+2\gamma f_\gamma\rangle$ and (14) equals (1).

## What the kinetic-energy term means

The scalar $\tau$ enters the energy, but the stress needs the tensor $\tau_{ab}$: stretching along $z$ dilutes every part of $\tau$ equally, but further lowers only the part that comes from derivatives along $z$.

The ordinary kinetic energy is the special case $f=\tau$, $f_\tau=1$. The isotropic terms in (1) then cancel, leaving

$$\sigma_{ab}^{\rm kin}=-2\langle\tau_{ab}\rangle.$$

The tensor term of a meta-GGA is the same expression weighted locally by $f_\tau$. Correspondingly, the integration by parts that led to (8) turns $f_\tau\delta\tau$ into the orbital operator $-\tfrac12\nabla\cdot(f_\tau\nabla)$, a position-dependent correction to the inverse mass.

Two limits connect the three types of functional.

**Uniform gas.** Here $\gamma=0$, and an isotropic Fermi sea has $\tau_{ab}=\delta_{ab}\tau/3$. Equation (1) becomes $\delta_{ab}(f-nf_n-\tfrac53\tau f_\tau)$. Since $\tau\propto n^{5/3}$, the function $F(n)=f(n,0,\tau(n))$ obeys $nF'=nf_n+\tfrac53\tau f_\tau$. The stress is $\delta_{ab}(F-nF')$, the LDA form.

**One real, doubly occupied orbital.** Now $n=2\psi^2$, $\partial_an=4\psi\,\partial_a\psi$ and $\tau_{ab}=\partial_a\psi\,\partial_b\psi$, so

$$\tau_{ab}=\frac{\partial_an\,\partial_bn}{8n},\qquad \tau=\frac{\gamma}{8n}.$$

The meta-GGA has become the GGA $g(n,\gamma)=f(n,\gamma,\gamma/8n)$. Its derivatives are $g_\gamma=f_\gamma+f_\tau/(8n)$ and $ng_n=nf_n-\tau f_\tau$. The GGA tensor $-2g_\gamma\,\partial_an\,\partial_bn$ then reproduces both tensor terms of (1). In the isotropic part, $ng_n+2\gamma g_\gamma=nf_n+2\gamma f_\gamma+\tau f_\tau$, as required.

## A model crystal

Consider an orthorhombic cell with edges 5, 6 and 9 bohr along $x,y,z$, containing six electrons and a uniform neutralizing background. The external potential is a sum of terms $-V_{\mathbf m}\cos(2\pi\mathbf m\cdot\mathbf s)$ in fractional coordinates $\mathbf s$. The amplitudes are 0.30, 0.20, 0.20 and 0.15 hartree for $\mathbf m=100,010,001$ and $101$. The last term mixes $x$ and $z$ and permits a shear stress.

The Kohn–Sham equations were solved self-consistently with PBE at the $\Gamma$ point, with integer plane-wave labels from $-2$ to 2 in each direction (125 waves) and averages taken on 3375 grid points. The numbers belong to this $\Gamma$-point model and are not converged bulk values. A finer grid or labels up to $\pm4$ move them by at most 0.1 GPa, but $\mathbf k$-point sampling moves them much more. On a $6\times6\times4$ mesh with a Fermi smearing of 0.01 hartree the third and fourth bands overlap, so the periodic model is metallic, and the diagonal exchange-correlation stresses become 56.2, 54.1 and 54.0 GPa for PBE and 56.8, 53.5 and 53.4 GPa for TPSS. LDA and TPSS were then evaluated on the same PBE orbitals, so that the differences below come from the functionals alone.

For PBE, the averages in the isotropic part are $\langle f\rangle=-175.04$, $\langle nf_n\rangle=-226.21$ and $\langle2\gamma f_\gamma\rangle=-1.61$ GPa. Thus

$$-175.04+226.21+1.61=52.78\ \text{GPa},$$

or 52.77 GPa before the terms are rounded. Adding the gradient tensor gives

$$\sigma_{xx}^{xc}=52.77+1.28=54.05\ \text{GPa}.$$

The exchange-correlation stresses, in GPa, are:

| Functional | $xx$ | $yy$ | $zz$ | $xz$ |
|---|---:|---:|---:|---:|
| LDA | 52.97 | 52.97 | 52.97 | 0.00 |
| PBE | 54.05 | 53.05 | 52.83 | 0.17 |
| TPSS | 55.99 | 55.15 | 48.73 | 0.32 |

Relative to LDA, PBE raises the $xx$ element by 1.08 GPa and lowers $zz$ by 0.14 GPa. No single pressure correction could do both.

For TPSS the gradient tensor has diagonal elements 3.24, 0.88 and 0.19 GPa, while the $\tau$ tensor has $-2.10$, $-0.59$ and $-6.31$ GPa. The large $zz$ element reflects the states occupied at $\Gamma$. Without the potential, two of the three orbitals have wave vectors $\pm2\pi/9$ bohr$^{-1}$ along $z$ and the third has zero wave vector. The four electrons in the first two would give

$$\sigma_{zz}^{\rm kin}=-\frac{4(2\pi/9)^2}{270}\times29421\ \text{GPa}\approx-212\ \text{GPa},$$

where 270 bohr³ is the volume and 29421 GPa is one hartree/bohr³. The PBE orbitals give $-219$ GPa, against $-60$ and $-18$ GPa for $xx$ and $yy$. Dividing the $\tau$ tensor by this kinetic stress gives weighted means of $f_\tau$ of 0.035, 0.033 and 0.029 along $x,y,z$. These are similar, so the anisotropy of the diagonal of the $\tau$ tensor comes mainly from $\tau_{ab}$ itself. The small $xz$ element does not follow this rule: $f_\tau$ changes sign within the cell, and that element is $+0.02$ GPa against a kinetic $-1.12$ GPa. Replacing $\tau_{ab}$ by $\delta_{ab}\tau/3$ would put $-3.00$ GPa on every axis and miss 3.31 GPa of the $zz$ element. This large anisotropy comes from sampling only $\Gamma$. On the $6\times6\times4$ mesh the kinetic stress is $-142$, $-125$ and $-125$ GPa, the $\tau$ tensor is $-3.3$, $-3.0$ and $-3.0$ GPa, and the isotropic replacement errs by about 0.2 GPa at most.

The total stress needs the Hartree term as well. In $E_H=2\pi\Omega\sum_{\mathbf G\ne0}|n_{\mathbf G}|^2/G^2$, the product $\Omega n_{\mathbf G}$ is fixed under the carried strain, and (4) applied to $\mathbf G$ gives $dG^2/d\varepsilon_{ab}=-2G_aG_b$. Hence

$$\sigma_{ab}^{H}=2\pi\sum_{\mathbf G\ne0}\frac{|n_{\mathbf G}|^2}{G^2}\left(\frac{2G_aG_b}{G^2}-\delta_{ab}\right).$$

In this model the external potential moves with the cell at fixed amplitudes and contributes nothing. This is not so in a real crystal, where the Fourier components of the ionic potential change with strain and the ion–ion energy adds a further term. Amplitudes scaling as $1/(\Omega G^2)$ would already add tens of GPa here. For PBE,

$$\sigma_{xx}=-60.44+1.30+54.05=-5.09\ \text{GPa}.$$

The gradient tensor's 1.28 GPa is small beside the exchange-correlation stress, but a quarter of the magnitude of this total, because large terms happen nearly to cancel along $x$ in this $\Gamma$-point model. Along $y$ and $z$, where the totals are 28.65 and $-184.50$ GPa, the gradient tensor's 0.28 and 0.06 GPa amount to only about 1% and 0.03% of them. The cancellation along $x$ disappears with $\mathbf k$-point sampling: on the $6\times6\times4$ mesh the total $xx$ element is about $-83$ GPa and the gradient tensor, 2.35 GPa, is about 3% of it.

Orbital relaxation is not small either. Reoptimizing the orbitals at $\varepsilon_{xx}=\pm0.001$ and taking the central difference of $E_{xc}$ alone gives 33.0 GPa, not 54.05 GPa. The difference is the relaxation contribution that cancels against the other energy terms in the total.

## What each derivation assumes

Both derivations assume a semilocal $f(n,\gamma,\tau)$ and orbitals carried according to (2), and both need the stationary total energy before (1) can be used as a contribution to the physical stress. Both fail in this form if part of the density does not scale as in (3). A partial-core density that moves rigidly with each atom is such a case. For that part of the density, its actual strain derivative must replace the one in (3), and the change of $\gamma$ must be recomputed accordingly. A dependence on $\nabla^2n$ would likewise add a further variable to the chain rule.

The first derivation works directly in the periodic cell. It needs first derivatives of $f$, $n$ and the orbitals, and no surface. It gives the average stress, but its integrand need not be a local stress field.

The second derivation needs a finite sample, vanishing boundary terms, a negligible surface share and enough smoothness to differentiate $f_\gamma\nabla n$ twice, since (9) contains the gradient of $v$. In return it gives local information. For a GGA, (10) reads

$$-n\,\partial_av=\partial_b\left[\delta_{ab}(f-nv)-2f_\gamma\,\partial_an\,\partial_bn\right],$$

so the bracket is a stress field whose divergence is the force density. The integrand of (1) differs from it by the divergence in (15) times $\delta_{ab}$. That difference has zero cell average but in general a nonzero gradient, so the two integrands give the same cell stress and different local forces.

Force balance by itself would not settle the cell stress, since a constant tensor can be added to the bracket without changing its divergence. The strain energy of the whole sample removes this freedom in the second derivation; in the first, the strain derivative of the cell energy fixes the average from the start.
